# The Square-Root Law for the Electrostatic Length of Double-Gate Channels

## What dimensions and symmetry fix

A thin semiconductor body of thickness $t$ and permittivity $\varepsilon_s$ lies between two equal insulators of thickness $d$ and permittivity $\varepsilon_i$. Both outer faces carry gates at the same potential. The source and drain disturb the potential at the ends of the body, and the disturbance dies away along the channel over a length $\lambda$.

The equations of electrostatics contain no length of their own, and only a ratio of permittivities can enter $\lambda$. Dimensions alone therefore give $\lambda=t\,f(d/t,\varepsilon_i/\varepsilon_s)$, which leaves the function $f$ open. One physical assumption closes it. Suppose that the body matters only as a carrier of flux along the channel, and the insulator only as a capacitance per area, $\varepsilon_i/d$. By symmetry each gate serves half the body, whose flux-carrying strength is $\varepsilon_s t/2$. The ratio of these two quantities has the dimension of length squared, so

$$\lambda^2=C\,\frac{\varepsilon_s t/2}{\varepsilon_i/d}=C\,\lambda_0^2,\qquad \lambda_0^2\equiv\frac{\varepsilon_s t d}{2\varepsilon_i},$$

with $C$ a pure number. Two derivations follow. Both give $C=1$ at leading order, and they show when the assumption holds.

## Removing the doping and the gate bias

Let $x$ run from source to drain and let $y=0$ be the middle of the body. The body has uniform acceptor doping $N_A$, fully ionised, and negligible mobile charge. The device is wide, and there is no interface charge. With $e>0$ the elementary charge, the potential $\phi$ in the body obeys

$$\phi_{xx}+\phi_{yy}=\frac{eN_A}{\varepsilon_s}.$$

Far from both contacts $\phi$ does not depend on $x$. Integrating twice, with no term linear in $y$ because of symmetry, gives $\phi_L=\phi_c+eN_Ay^2/(2\varepsilon_s)$. Let $V_G$ be the gate potential, corrected for the work-function difference. Continuity of displacement at $y=t/2$ requires

$$\varepsilon_s\,\frac{eN_A}{\varepsilon_s}\,\frac t2=\varepsilon_i\,\frac{V_G-\phi_L(t/2)}{d}
\;\Rightarrow\; V_G-\phi_L(t/2)=\frac{eN_Atd}{2\varepsilon_i}=\frac{eN_A}{\varepsilon_s}\lambda_0^2 .$$

The centre lies lower than the surface by a further $eN_At^2/(8\varepsilon_s)$.

Now define $u=\phi-\phi_L$. The doping and the gate bias cancel, so $u_{xx}+u_{yy}=0$ in each layer and $u=0$ on the gates. Doping shifts the long-channel potential but does not enter $\lambda$ in this model.

## First derivation: a transverse parabola

Assume that across the body

$$u(x,y)=p(x)+c(x)\,y^2 ,$$

and that the insulator field is purely transverse, so that $u$ falls linearly from its surface value $u_s$ to zero over the distance $d$. At $y=t/2$ the slope in the body is $2c\,(t/2)=ct$, and in the insulator it is $-u_s/d$. Continuity of displacement gives

$$\varepsilon_s ct=-\frac{\varepsilon_i}{d}u_s\;\Rightarrow\; u_s=-2c\,\frac{\varepsilon_std}{2\varepsilon_i}=-2c\,\lambda_0^2 .$$

The coefficient $c$ has the opposite sign to $u_s$, because the gates pull the disturbance down on both sides. The centre value follows from $u_s=p+ct^2/4$:

$$p=u_s-\frac{ct^2}{4}=-2c\left(\lambda_0^2+\frac{t^2}{8}\right).$$

The mean of $y^2$ over the body is $t^2/12$, so the thickness average is

$$\bar u=p+\frac{ct^2}{12}=-2c\left(\lambda_0^2+\frac{t^2}{8}-\frac{t^2}{24}\right)=-2c\left(\lambda_0^2+\frac{t^2}{12}\right).$$

An equation along $x$ is still needed. Laplace's equation gives $u_{xx}=-u_{yy}=-2c$. Imposing it at the surface gives $u_s''=-2c$, and imposing it at the centre gives $p''=-2c$. Alternatively, it can be integrated over the thickness, which is Gauss's law for a slice:

$$\bar u''=-\frac1t\Big[u_y\Big]_{-t/2}^{t/2}=-\frac{ct-(-ct)}{t}=-2c .$$

In each case the chosen potential $F$ satisfies $F''=-2c$. Eliminating $c$ gives

$$F''=\frac{F}{\lambda^2},\qquad \lambda^2=\lambda_0^2+\gamma t^2,\qquad
\gamma=\begin{cases}0&\text{surface}\\ 1/12&\text{average}\\ 1/8&\text{centre.}\end{cases}$$

The surface choice yields the pure law $\lambda=\sqrt{\varepsilon_std/(2\varepsilon_i)}$, proportional to $\sqrt{td}$. The other two choices reduce to it when $t^2\ll\lambda_0^2$.

That one ansatz gives three answers shows that it is not a solution. Laplace's equation at every depth would require $p''+c''y^2=-2c$ for all $y$, hence $c''=0$ and $p''=-2c$. But $p$ is a constant multiple of $c$, so $p''=0$ as well, which forces $c=0$. A parabola can satisfy the equation at one depth or on average, but not throughout the body.

## Second derivation: the decaying mode

Drop the parabola and the transverse insulator field, and look for a product $u=X(x)Y(y)$ with $X''=X/\lambda^2$. The same $X$ must serve in both layers, since $u$ is continuous at the interface for every $x$. Laplace's equation then gives $Y''=-Y/\lambda^2$ in each layer. Symmetry in the body and the zero at the gate select, for $y>0$,

$$Y=\cos\frac y\lambda\ \ (\text{body}),\qquad Y=B\sin\frac{t/2+d-y}{\lambda}\ \ (\text{insulator}).$$

Write $a=t/(2\lambda)$ and $b=d/\lambda$. Continuity of potential and of displacement at $y=t/2$ gives

$$\cos a=B\sin b,\qquad \varepsilon_s\sin a=\varepsilon_iB\cos b ,$$

where a common factor $-1/\lambda$ has been cancelled in the second equation. Dividing the second by the first,

$$\tan a\,\tan b=\frac{\varepsilon_i}{\varepsilon_s}.$$

As $1/\lambda$ grows from zero, the left side rises steadily from zero and diverges when the larger of $a$ and $b$ reaches $\pi/2$. There is one root in this interval, and it is the longest decay length.

For small $a$ and $b$ use $\tan z=z(1+z^2/3+\dots)$. Since $ab=td/(2\lambda^2)$ and $\varepsilon_i/\varepsilon_s=td/(2\lambda_0^2)$,

$$\frac{td}{2\lambda^2}\left(1+\frac{a^2+b^2}{3}+\dots\right)=\frac{td}{2\lambda_0^2}
\;\Rightarrow\;\lambda^2=\lambda_0^2\left(1+\frac{a^2+b^2}{3}+\dots\right).$$

In the correction, $\lambda$ may be replaced by $\lambda_0$, so $a^2\to t^2/(4\lambda_0^2)$ and $b^2\to d^2/\lambda_0^2$. Therefore

$$\lambda^2=\lambda_0^2+\frac{t^2}{12}+\frac{d^2}{3}+\dots$$

The square-root law is the leading term, and $C=1$. It requires both $a^2$ and $b^2$ to be small, that is

$$\frac{\varepsilon_it}{2\varepsilon_sd}\ll1\qquad\text{and}\qquad\frac{2\varepsilon_id}{\varepsilon_st}\ll1 .$$

The product of these two numbers is $(\varepsilon_i/\varepsilon_s)^2$, so a small permittivity ratio is necessary. It is not sufficient if one layer is much thicker than the other.

Because $\tan z>z$ for $0<z<\pi/2$, the mode condition implies $ab<\varepsilon_i/\varepsilon_s$, hence $\lambda>\lambda_0$. The square-root law always underestimates the length of this model. The conditions $a,b<\pi/2$ also give $\lambda>t/\pi$ and $\lambda>2d/\pi$, so no choice of permittivities can shorten $\lambda$ below these bounds.

A second limit shows a different law. For equal permittivities $\tan a=\cot b$, so $a+b=\pi/2$ and

$$\lambda=\frac{t+2d}{\pi}.$$

The layers then form one uniform slab between the gates, and only the total thickness counts.

## What each derivation assumes

Both derivations assume negligible mobile charge, uniform permittivities and ideal gates. The first adds a parabolic profile, a transverse insulator field and a choice of where to impose Laplace's equation. The second needs none of these, at the price of an implicit equation for $\lambda$.

The mode explains the success of the parabola. For small $a$, $\cos(y/\lambda)\approx1-y^2/(2\lambda^2)$ across the body, and for small $b$ the sine in the insulator is nearly linear. It also shows which of the three choices treats the body best. If the insulator field is kept transverse, $\tan b$ is replaced by $b$ and the expansion becomes $\lambda_0^2+t^2/12+\dots$. The average choice therefore has the correct first body correction. The missing $d^2/3$ comes from the lateral field in the insulator, which none of the parabolic results contains.

In the mode, every depth decays with the same $\lambda$. The different lengths for surface and centre are products of the approximation: away from the contacts the surface potential does not heal faster. Within a few nanometres of a contact, where shorter modes still contribute, the rate of decay does vary with depth; in the example below it is faster at the surface.

The mode condition also gives the local power laws. Take the logarithm and differentiate at fixed permittivities. Since $d\ln\tan z=s(z)\,d\ln z$ with $s(z)=2z/\sin2z$,

$$s(a)\,(d\ln t-d\ln\lambda)+s(b)\,(d\ln d-d\ln\lambda)=0 ,$$

$$\frac{\partial\ln\lambda}{\partial\ln t}=\frac{s(a)}{s(a)+s(b)},\qquad \frac{\partial\ln\lambda}{\partial\ln d}=\frac{s(b)}{s(a)+s(b)} .$$

Both exponents tend to $1/2$ for small $a$ and $b$. They also equal $1/2$ at $t=2d$, where $a=b$, whatever the permittivities. An exponent near one half is therefore no evidence that the prefactor is right.

## From the length to the source barrier

Let $u$ equal $u_S$ at the source and $u_D$ at the drain. With $l=L/\lambda$, the solution of $u''=u/\lambda^2$ is $u=Pe^{-x/\lambda}+Qe^{x/\lambda}$, where

$$P=\frac{u_Se^{l}-u_D}{2\sinh l},\qquad Q=\frac{u_D-u_Se^{-l}}{2\sinh l}.$$

The minimum lies inside the channel if $u_S\cosh l>u_D$ and $u_D\cosh l>u_S$. There the two exponentials are equal, so $u_{\min}=2\sqrt{PQ}$. Multiplying out,

$$u_{\min}^2=\frac{2u_Su_D\cosh l-u_S^2-u_D^2}{\sinh^2l}\;\longrightarrow\;4u_Su_De^{-l}$$

for large $l$, or $u_{\min}\approx2\sqrt{u_Su_D}\,e^{-L/2\lambda}$. The electron barrier at the source is $e(u_S-u_{\min})$. An error in $\lambda$ enters through an exponential, and the leakage current depends exponentially on the result.

This assumes unit amplitude at the contacts. A contact that imposes the profile $u_Sg(y)$ excites the mode with amplitude

$$A=\frac{\int\varepsilon\,gY\,dy}{\int\varepsilon\,Y^2\,dy},$$

integrated from the centre to the gate. The weight is $\varepsilon$ because the modes obey $(\varepsilon Y')'=-\varepsilon Y/\lambda^2$, with $Y$ and $\varepsilon Y'$ continuous. Multiplying the equation of one mode by another mode, subtracting the reverse and integrating leaves only end terms. These vanish, since $Y'=0$ at the centre and $Y=0$ at the gate. Modes of different $\lambda$ are thus orthogonal with weight $\varepsilon$. As $Y(0)=1$, $A$ multiplies $u_{\min}$ on the centre line once the shorter modes have died out.

## A thin germanium channel

Take rough values for a germanium body and an insulator like silicon dioxide: relative permittivities 16 and 4, $t=6$ nm, $d=2$ nm, $L=30$ nm, at 300 K. Then

$$\lambda_0^2=\frac{16\times6\times2}{2\times4}\ \text{nm}^2=24\ \text{nm}^2,\qquad\lambda_0=4.90\ \text{nm}.$$

The average choice gives $\sqrt{24+3}=5.20$ nm and the centre choice $\sqrt{24+4.5}=5.34$ nm. The expansion gives $\sqrt{24+3+1.33}=5.32$ nm. The mode condition also gives 5.32 nm, and a separate eigenvalue calculation on a transverse grid agrees. The square-root law is 8% short of this. The small parameters are 0.375 and 0.167, so a correction of this size is expected.

The centre choice does well here by cancellation. To the order of the expansion, its $t^2/8$ equals $t^2/12+d^2/3$ when $t=\sqrt8\,d$, and this example has $t=3d$.

The local exponents are 0.53 for $t$ and 0.47 for $d$. Raising the insulator's relative permittivity to 20 at the same thicknesses shortens the mode length to 2.98 nm, but the square-root law predicts 2.19 nm, an error of 27%. The exponents become 0.62 and 0.38.

For $u_S=0.30$ V and a drain bias of 0.30 V, $u_D=0.60$ V. The long-channel formula gives

$$u_{\min}\approx2\sqrt{0.30\times0.60}\;e^{-30/(2\times5.317)}\ \text{V}=50.5\ \text{mV},$$

against 50.3 mV from the full expression. Let the contact potential be uniform over the body face and fall linearly to zero beside the insulator. Then $A=1.058$ and $u_{\min}=53.2$ mV on the centre line. A two-dimensional solution of Laplace's equation with the same contacts gives 53.2 mV. The source barrier is $0.300-0.053=0.247$ eV.

Using $\lambda_0$ with unit amplitude gives 39.6 mV. At fixed gate bias, the thermal leakage along the centre line is then too small by the factor $e^{(53.2-39.6)/25.85}=1.7$. Most of the 13.6 mV difference, 10.7 mV, comes from the length, and the rest from the amplitude. The amplitude share belongs to the centre line: averaged over the thickness the minimum is 50.4 mV, and weighted with the hard-wall ground-state density it is 52.1 mV, giving factors of 1.5 and 1.6. Without drain bias the two-dimensional minimum is 37.6 mV, so the drain lowers the barrier by about 52 mV per volt on average over this range. Since $u_{\min}$ grows as $\sqrt{u_D}$, the local rate falls from 63 to 44 mV per volt between zero bias and 0.30 V.

## How far real devices depart from the model

The drain bias of 0.30 V is well below the roughly 0.7 V of advanced logic circuits, and the insulator is electrically thick for a modern short-channel transistor. The low bias matters in germanium, whose gap is roughly 0.66 eV. Band-to-band tunnelling at the drain becomes energetically possible when $eu_D$ exceeds the gap plus $eu_{\min}$. On the centre line that window is closed by $0.66-0.60+0.05=0.11$ eV, and at the body surface, where $u$ is smaller, by slightly less. With the centre-line $u_{\min}$ held at its present value, the window there would open at a drain bias near 0.41 V. Leakage at 0.7 V would then need a tunnelling calculation. Confinement widens the gap; a hard-wall estimate puts the lowest electron level 0.09 eV above the band edge.

The largest neglected current in this example, among those estimated, is tunnelling through the source barrier. For a (001) film with transport along [110], two of germanium's four conduction valleys have a transport mass of 0.08 electron masses, and the other two 1.09. A crude semiclassical estimate, in which the transmission rises to one at the barrier top, gives tunnelling currents of about 36% and 8% of the thermal current, respectively. These figures overstate the net gain in current: at the top of a smooth barrier the transmission is only about one half, and electrons just above the top are partly reflected. With the exact transmission through the same centre-line barrier, the net gains are only about 10% and 1%.

The electrostatic corrections estimated here are at most about 3 mV. Carriers entering from contacts whose Fermi level lies at the band edge change $u_{\min}$ from 47.1 to 46.8 mV in the thickness-averaged equation. That estimate uses Boltzmann statistics, although the Fermi density at the band edge is 0.77 of the Boltzmann value, and it does not cover more heavily doped contacts: with the Fermi level $4k_BT$ above the band edge and the same $u_S$ and $u_D$, the two-dimensional minimum falls by about 5 mV. Contacts that hold their full potential beside the insulator raise the two-dimensional minimum from 53.2 to 54.5 mV. Doping of $10^{17}$ cm$^{-3}$ lowers the long-channel centre potential by 3 mV. The transverse insulator field at the drain, estimated as $u_D/d$, is 3 MV/cm. At the corner where body, insulator and drain meet, the assumed contact profile does not satisfy continuity of displacement, and the model's lateral field grows logarithmically, by about 0.4 MV/cm for each factor $e$ of approach. At 0.1 nm from the corner the total field is still only 3 to 3.5 MV/cm, well below the roughly 10 MV/cm at which good silicon dioxide breaks down. Fixed interface charge, if uniform along the channel, would cancel from $u$ as doping does, but interface traps that respond to the potential lie outside both derivations.

The remaining computed values are in the numerical output.

## Calculated quantities

```
body, insulator, channel length: 6.0, 2.0, 30.0 nm
relative permittivity body, insulator: 16.0, 4.0
source step, drain bias: 0.30, 0.30 V
temperature 300 K, kT = 0.02585 eV
small parameter eps_i t/(2 eps_s d): 0.375
small parameter 2 eps_i d/(eps_s t): 0.167
length, surface closure (sqrt law): 4.899 nm
length, average closure: 5.196 nm
length, centre closure: 5.339 nm
length, expansion with both corrections: 5.323 nm
length, exact mode: 5.317 nm
length, grid eigenvalue: 5.317 nm
sqrt law error in length: -7.9 %
L/length, exact mode: 5.64
exponents of t and d: 0.531, 0.469
high-permittivity insulator: 20.0
  sqrt law, exact length: 2.191, 2.983 nm
  sqrt law error: -26.6 %
  exponents of t and d: 0.618, 0.382
u_min, sqrt law, unit amplitude: 39.6 mV
u_min, exact length, unit amplitude: 50.3 mV
u_min, long-L formula, exact length: 50.5 mV
mode amplitude on centre line: 1.0577
u_min, exact length with amplitude: 53.2 mV
u_min, two-dimensional solution: 53.2 mV
u_min, two-dimensional, zero drain bias: 37.6 mV
source barrier, two-dimensional: 0.2468 eV
drain-induced barrier lowering: 51.8 mV/V
thermal leakage, 2D over sqrt law: 1.69
u_min, contacts tall beside insulator: 54.5 mV
doping 1.0e+17 cm^-3 lowers centre by 3.22 mV
conduction-band density of states: 1.02e+19 cm^-3
u_min, average equation, no carriers: 47.1 mV
u_min, average equation, with carriers: 46.8 mV
Fermi/Boltzmann density at band edge: 0.765
input masses, long and transverse: 1.60, 0.08 m_e
mass normal to (001) film: 0.117 m_e
[110] transport masses: 0.080, 1.093 m_e
hard-wall confinement energy: 0.089 eV
tunnel/thermal current, light valleys: 0.363
tunnel/thermal current, heavy valleys: 0.077
germanium gap (rough): 0.66 eV
band-to-band window closed by: 0.113 eV
largest insulator field u_D/d: 3.00 MV/cm
gate barrier, mass (rough): 3.0 eV, 0.4 m_e
gate tunnelling probability: 1.8e-10
```
